# Bridge-mediated electron transfer and the limits of McConnell's decay constant

**The system.** A donor orbital and an acceptor orbital, both at energy \(E\), are joined by a bridge of \(N\) identical sites in a row. Each site carries one orbital of energy \(\varepsilon\), and neighbouring sites are coupled by a real, nonzero hopping \(t\). The donor couples to site 1 with strength \(V_D\) and the acceptor to site \(N\) with strength \(V_A\), both real. All orbitals are orthonormal, there is no direct donor-acceptor coupling, and electrons are treated as independent. Write \(H_B\) for the bridge Hamiltonian, \(d=E-\varepsilon\) and \(\Delta=|d|\). The site spacing is \(a\).

The transfer rate is taken in the nonadiabatic regime, where it is proportional to the squared effective coupling. Its other factors, such as the reorganization energy and the driving force, are held fixed as the bridge grows.

## Part (a)

*Eliminate the bridge and find the effective coupling \(T\) for weak end couplings. How is it related to the splitting of the donor-acceptor pair of levels?*

**Answer.** Let an eigenstate of energy \(W\) have amplitudes \(c_D\), \(c_A\) and a vector \(\mathbf b\) on the bridge. With \(\mathbf e_j\) the unit vector on site \(j\), the bridge rows of the Schrödinger equation are

\[
(W-H_B)\mathbf b=V_Dc_D\mathbf e_1+V_Ac_A\mathbf e_N .
\]

Define \(G(W)=(W-H_B)^{-1}\). Then \(\mathbf b=G(W)(V_Dc_D\mathbf e_1+V_Ac_A\mathbf e_N)\). The donor row is \((W-E)c_D=V_Db_1\), and the acceptor row is \((W-E)c_A=V_Ab_N\). Inserting \(\mathbf b\) gives

\[
\begin{aligned}
(W-E)c_D&=V_D^2G_{11}c_D+V_DV_AG_{1N}c_A,\\
(W-E)c_A&=V_DV_AG_{1N}c_D+V_A^2G_{NN}c_A .
\end{aligned}
\]

So far nothing has been neglected. If \(E\) is well away from every bridge level, \(W-E\) is of second order in the end couplings, and \(G(W)\) may be replaced by \(G(E)\) to leading order. The relative error this makes in the coupling is of second order in the end couplings and grows roughly in proportion to \(N\). The two equations then describe a two-level system with off-diagonal element

\[
T=V_DV_A\,G_{1N}(E).
\]

The diagonal terms shift the levels. By mirror symmetry \(G_{11}=G_{NN}\), so for \(|V_D|=|V_A|=V\) both shifts are equal and \(W-E=V^2G_{11}\pm T\). The splitting is \(2|T|\). For unequal end couplings the shifts differ, and the splitting equals \(2|T|\) only after the two levels have been brought back into resonance.

## Part (b)

*Find \(|G_{1N}(E)|\) in closed form for \(\Delta>2|t|\), and hence the decay constant \(\beta\) in rate \(\propto e^{-\beta R}\) for a long bridge.*

**Answer.** The matrix \(E-H_B\) is tridiagonal, with \(d\) on the diagonal and \(-t\) beside it. Let \(D_N\) be its determinant. The \((1,N)\) element of the inverse is \((-1)^{N+1}/D_N\) times the minor left after striking out row \(N\) and column 1. That minor is triangular with \(-t\) at each of its \(N-1\) diagonal places, so it equals \((-t)^{N-1}\). The signs combine to \((-1)^{2N}=1\), and

\[
G_{1N}=\frac{t^{N-1}}{D_N}.
\]

Expanding the determinant along its last row gives

\[
D_N=d\,D_{N-1}-t^2D_{N-2},\qquad D_0=1,\quad D_1=d .
\]

To remove signs and units, put \(d=s\Delta\) with \(s=\pm1\), and \(D_N=(s|t|)^Nu_N\). Dividing the recursion by \((s|t|)^N\) and using \(s^2=1\),

\[
u_N=\frac{\Delta}{|t|}u_{N-1}-u_{N-2}.
\]

Since \(\Delta/|t|>2\), there is a real \(\kappa>0\) with

\[
\cosh\kappa=\frac{\Delta}{2|t|}.
\]

The trial solution \(u_N=\lambda^N\) requires \(\lambda+1/\lambda=2\cosh\kappa\), so \(\lambda=e^{\pm\kappa}\). Running the recursion back one step from \(u_0=1\), \(u_1=2\cosh\kappa\) gives \(u_{-1}=0\). The combination of exponentials that vanishes at \(N=-1\) is proportional to \(\sinh((N+1)\kappa)\), and \(u_0=1\) fixes the factor:

\[
u_N=\frac{\sinh((N+1)\kappa)}{\sinh\kappa},
\qquad
|G_{1N}|=\frac{\sinh\kappa}{|t|\sinh((N+1)\kappa)} .
\]

For \(N\kappa\gg1\) the denominator is a single growing exponential, so \(|G_{1N}|\propto e^{-N\kappa}\). The rate goes as \(|T|^2\propto e^{-2N\kappa}\), and the length is \(R=Na\) up to a constant. Therefore

\[
\beta=\frac{2\kappa}{a}=\frac2a\,\mathrm{arccosh}\frac{\Delta}{2|t|}.
\]

The sinh formula is exact for \(G_{1N}\) at every \(N\); the inverse-cosh constant describes its long-bridge limit.

## Part (c)

*What happens at the edge of the bridge band, and inside it?*

**Answer.** An infinite bridge has levels between \(\varepsilon-2|t|\) and \(\varepsilon+2|t|\). As \(\Delta\to2|t|\) from above, \(\kappa\to0\) and the ratio of sinh functions tends to \(1/(N+1)\):

\[
|G_{1N}|\to\frac{1}{|t|(N+1)} .
\]

The coupling now falls as a power of length. Inside the band put \(\Delta=2|t|\cos\theta\), which amounts to \(\kappa=i\theta\). Then

\[
|G_{1N}|=\left|\frac{\sin\theta}{t\sin((N+1)\theta)}\right| ,
\]

which oscillates with \(N\). For \(\Delta/|t|=1.5\), the values of \(|t\,G_{1N}|\) for \(N=1\) to 6 are 0.667, 0.800, 2.667, 1.455, 0.711 and 0.703. Where the denominator vanishes, \(E\) coincides with a bridge level. Near such a point the replacement of \(G(W)\) by \(G(E)\) in part (a) fails: donor and acceptor mix strongly with that bridge level, and a two-level description is not enough.

## Part (d)

*McConnell's approximation keeps the shortest path through the bridge. Derive it from a series in \(t\), find the first correction, and state when the series converges.*

**Answer.** Write \(H_B=\varepsilon+tA\), where \(A_{ij}=1\) for neighbours and zero otherwise. The geometric series for the inverse is

\[
G_{1N}=\sum_{m=0}^{\infty}\frac{t^m(A^m)_{1N}}{d^{\,m+1}} .
\]

The number \((A^m)_{1N}\) counts the \(m\)-hop paths from one end to the other. At least \(N-1\) hops are needed, and one path achieves this. Keeping it alone gives

\[
|G_{1N}|_M=\frac{|t|^{N-1}}{\Delta^N},
\qquad
\beta_M=\frac2a\ln\frac{\Delta}{|t|}.
\]

The next paths have \(N+1\) hops, one of them backwards. If the backward hop is the \(k\)th, it starts from site \(k\), which must lie between 2 and \(N\). There are thus \(N-1\) such paths, and their contribution relative to the first is \((N-1)(t/\Delta)^2\). Every later path adds an even number of hops, so every correction has the sign of the leading term. For \(N\ge2\), McConnell's coupling is therefore too small wherever the series converges.

The eigenvalues of \(A\) follow from the zeros of \(\sin((N+1)\theta)\) in part (c). They are \(2\cos(k\pi/(N+1))\), \(k=1,\dots,N\). Convergence requires the largest of them, times \(|t|\), to be below \(\Delta\):

\[
\Delta>2|t|\cos\frac{\pi}{N+1}.
\]

A finite bridge thus tolerates an energy inside the infinite-bridge band, and the shorter the bridge, the deeper inside. For \(N=4\) the limit is \(\Delta/|t|=1.618\), so the series converges at 1.9. For \(N=12\) it diverges there: successive nonzero terms eventually grow by a factor of 1.045.

## Part (e)

*Compare \(\beta_M\) with \(\beta\). At what \(\Delta/|t|\) does McConnell's constant depart from the long-bridge result by a chosen fraction \(p\) of \(\beta\)?*

**Answer.** Let \(q=e^{-2\kappa}\). The definition of \(\kappa\) gives \(\Delta/|t|=e^\kappa+e^{-\kappa}=e^\kappa(1+q)\). Taking the logarithm,

\[
\ln\frac{\Delta}{|t|}=\kappa+\ln(1+q),
\qquad
\beta_M-\beta=\frac2a\ln(1+e^{-2\kappa}).
\]

The difference is positive throughout \(\Delta>2|t|\): McConnell's constant overestimates the decay. Far from the band, let \(x=|t|/\Delta\). Then \(x=e^{-\kappa}/(1+q)\), so \(q=x^2(1+q)^2=x^2+2x^4+\dots\), and

\[
\ln(1+q)=q-\frac{q^2}{2}+\dots=x^2+\frac32x^4+\dots
\]

The departure is gradual, and a boundary exists only once \(p\) is chosen. Setting \(\beta_M=(1+p)\beta\) gives

\[
\ln(1+e^{-2\kappa})=p\,\kappa .
\]

As \(\kappa\) grows from zero, the left side falls from \(\ln2\) towards zero while the right side rises from zero. They cross once. Solving numerically by bracketing the root, and using \(\Delta/|t|=2\cosh\kappa\), gives:

| Excess \(p\) | \(\Delta/\lvert t\rvert\) |
|---:|---:|
| 1 % | 7.25 |
| 5 % | 4.07 |
| 10 % | 3.29 |
| 100 % | 2.15 |

The leading far-from-band estimate is \(p\approx x^2/\ln(1/x)\). At \(\Delta/|t|=7.25\) it gives \(0.0190/1.98=0.0096\), close to the required 0.01. At the band edge the difference per site in \(\ln|T|\) is \(\ln2\), while \(\kappa\) vanishes, so the relative error diverges.

## Part (f)

*How does the error in the coupling itself depend on length? What decay would be read from two neighbouring bridge lengths?*

**Answer.** In terms of \(q\), the exact bridge function is

\[
|G_{1N}|=\frac{e^{-N\kappa}}{|t|}\,\frac{1-q}{1-q^{N+1}} ,
\]

because \(\sinh\kappa=\tfrac12e^\kappa(1-q)\) and \(\sinh((N+1)\kappa)=\tfrac12e^{(N+1)\kappa}(1-q^{N+1})\). McConnell's is \(e^{-N\kappa}(1+q)^{-N}/|t|\). Their ratio is

\[
r_N=\frac{|T|}{|T_M|}=(1+q)^N\frac{1-q}{1-q^{N+1}} .
\]

For \(N=1\) it is 1, as it must be when there is no hop within the bridge. For long bridges it grows as \((1+q)^N\): a fixed error in the decay constant becomes a growing error in the coupling.

The local decay per added site is

\[
S_N=\ln\left|\frac{G_{1N}}{G_{1,N+1}}\right|
=\kappa+\ln\frac{1-q^{N+2}}{1-q^{N+1}} .
\]

The last fraction equals \(1+(1-q)\,q^{N+1}/(1-q^{N+1})\), which exceeds 1 and falls with \(N\). Hence \(S_N>\kappa\), and \(S_N\) approaches \(\kappa\) from above. Its largest value is \(S_1=\kappa+\ln[(1+q+q^2)/(1+q)]\). Since \(1+q+q^2<(1+q)^2\), this is below \(\kappa+\ln(1+q)\), McConnell's value. Short bridges therefore show a decay between the two constants.

## Part (g)

*Apply the results to hole-type tunnelling through an oligophenylene bridge in a monolayer on an electrode. Take one site per ring, \(a=0.43\) nm, \(|t|=0.65\) eV, \(E\) 2.00 eV above the ring level, and \(V_D=V_A=0.10\) eV. These are rough model values.*

**Answer.** The ratio is \(\Delta/|t|=2.00/0.65=3.08\). Therefore

\[
\kappa=\mathrm{arccosh}(1.538)=0.996,
\qquad
\ln(3.077)=1.124,
\]

\[
\beta=\frac{2(0.996)}{0.43}=4.63\ \mathrm{nm^{-1}},
\qquad
\beta_M=\frac{2(1.124)}{0.43}=5.23\ \mathrm{nm^{-1}} .
\]

In inverse ångströms these are 0.463 and 0.523. McConnell's constant is 12.8 % above \(\beta\), so the bridge lies beyond the 10 % limit, which at this hopping is \(\Delta=3.29\times0.65=2.14\) eV.

| \(N\) | \(\lvert T\rvert\) (meV) | \(\lvert T_M\rvert\) (meV) | Rate ratio \(r_N^2\) |
|---:|---:|---:|---:|
| 1 | 5.00 | 5.00 | 1.00 |
| 2 | 1.82 | 1.63 | 1.25 |
| 4 | 0.247 | 0.172 | 2.1 |
| 6 | 0.034 | 0.018 | 3.5 |

For four rings, \(q=0.136\) gives \(r_4\approx(1.136)^4(0.864)=1.44\), whose square is the factor of 2.1 in rate. The local slope falls from 1.012 between one and two rings to 0.996 between five and six. At this energy, short bridges already show nearly the long-bridge decay.

## Part (h)

*Which neglected effects matter most for these numbers, and how does the model stand beside a real monolayer?*

**Answer.** With the ring hopping chosen below, the largest correction among those sized here comes from the other \(\pi\) levels of each ring. Take a Hückel ring of six orbitals with hopping 2.50 eV, joined to its neighbours at para carbons by 1.95 eV. One of its two highest occupied orbitals has weight \(1/3\) on each para carbon, so it reproduces \(1.95/3=0.65\) eV. The other has no weight there. With \(E\) again 2.00 eV above this level, inverting the matrices for 14 and 15 rings gives a decay of 0.873 per ring. Then \(\beta=4.06\ \mathrm{nm^{-1}}\), 12 % below the one-level value. For these parameters that is about as large as McConnell's error, and in the direction that worsens it. The figure is sensitive to the ring hopping, which sets how near the empty levels lie: with the 1.95 eV link and \(\Delta\) fixed, the change in \(\beta\) is \(-20\) % for 2.2 eV, \(-6\) % for 3.0 eV, \(-2\) % for 3.5 eV and \(+1.5\) % for 5.0 eV.

In this Hückel ring the lowest empty level lies 5.0 eV above the highest occupied one, and at \(\Delta=2.00\) eV the empty levels already supply about a quarter of the four-ring coupling, so the tunnelling is not purely hole-type. The 5 % limit, \(\Delta=2.64\) eV, is already past the middle of that gap. Moving \(E\) away from the occupied level is therefore no safe way to rescue McConnell's formula in this model bridge: measured against the Hückel decay, its excess is 27 % at \(\Delta=1.75\) eV, 29 % at 2.00 eV and 50 % at 2.64 eV. A wider ring gap softens this; with a ring hopping of 5.0 eV, a gap of 10 eV, the excess at 2.64 eV is 8 %.

The remaining estimates are for four rings unless stated otherwise:

- Diagonalizing the whole chain gives half the splitting as 0.243 meV, 1.7 % below \(|T|\). This is the effect of finite end coupling. It grows with length, from 0.5 % for one ring to 5.3 % for 14.
- Moving \(E\) towards the band by \(k_BT=0.0257\) eV, at 298 K, multiplies \(|T|^2\) by 1.13.
- Independent Gaussian site energies of 0.10 eV rms multiply \(|T|^2\), averaged over a sample of 40,000 random bridges, by 1.05.
- With inter-ring coupling proportional to the cosine of the torsion angle, a mean angle of 38.7° and a spread of 15° rms also give a factor of about 1.05. This closeness to 1 is particular to that angle: with the same \(|t|\) at the mean angle and the same spread, the factor is 0.83 at 20°, 0.91 at 30° and 1.25 at 45°.
- Equating \(e^{-2\kappa N}\) with the thermal factor \(e^{-(\Delta-2|t|)/k_BT}\) gives \(N=0.70/(2\times0.996\times0.0257)\approx14\) rings. Beyond roughly this length, hopping through occupied bridge states may take over. This is the one-level estimate: with all \(\pi\) levels of the Hückel chain the barrier is 0.82 eV and the decay 0.873 per ring, which gives about 18 rings. Prefactors and relaxation of the charged bridge are ignored in both.

The parameters are rough model values, so the \(\beta\) computed from them illustrates the method and does not test the model against experiment. A real electrode replaces one discrete partner by a continuum, and the rate then sums \(|T|^2\) over electrode levels; the kT shift above shows only how \(|T|^2\) for a single level changes with energy in the one-level model. The assumption of one level per ring is certainly broken, and in the Hückel estimate with a ring hopping of 2.50 eV it moves \(\beta\) by 12 %, a figure that changes by several points for a few tenths of an eV in that hopping. That estimate still omits electron repulsion, solvent response and changes of geometry, so its value is not a prediction for a particular monolayer.
